Diagonal scaling of the Laplacian: prewavelets against hierarchical hats

On the unit cube with 31³ = 29 791 unknowns, the Laplacian scaled level by level has condition number 154 in the basis of hierarchical hats and 70 in a basis of spline prewavelets. One refinement earlier the values were 63 and 60. Both bases span the same piecewise trilinear functions and receive the same weights, 4^(−j) on level j. The smoothness of the functions therefore cannot explain the difference. It lies in how the coefficients are read off a function.

**Setting**

The operator is −Δ on the unit cube in d = 1, 2 or 3 dimensions, with zero boundary values and without the kinetic factor 1/2. All quantities are dimensionless. V_j is the space of tensor-product hats with mesh h = 2^(−j), V_0 = {0}, and J is the finest level. The energy is a(u,v) = ∫∇u·∇v, and ‖·‖ is the L2 norm. Each basis function is L2-normalised, at the walls only up to a factor bounded independently of the level, and multiplied by 2^(−j), so energies acquire the factor 4^(−j). If y is the coefficient vector of u in this scaled basis, the condition number κ is the largest value of a(u,u)/|y|² divided by the smallest.

The hierarchical basis adds on level j the hats at the nodes absent from level j−1. The prewavelets span W_j, the part of V_j that is L2-orthogonal to V_(j−1).

**Stability inside one level**

In 1D a prewavelet has nodal values (1,−6,10,−6,1), centred at a new node. The hat mass matrix is (h/6)(1,4,1). Applied to the mask it gives h/6 times

(1,−2,−13,28,−13,−2,1).

A coarse hat has nodal values (1/2,1,1/2). Centred one node away it gives 14 − 13 − 1 = 0, and three nodes away −1 + 1 = 0, so orthogonality holds. At a wall the mask is continued as an odd function, which preserves these relations.

Overlaps of wavelets shifted by 0, 2 and 4 nodes are 432, 80 and −8 in units of h/6. The Gram matrix, divided by the squared norm 72h, has the symbol

g(θ) = (432 + 160 cos θ − 16 cos 2θ)/432.

Its derivative is proportional to sin θ (64 cos θ − 160), which vanishes only where sin θ = 0. Hence g lies between g(π) = 16/27 and g(0) = 4/3. For normalised hats the symbol is 1 + (cos θ)/2, between 1/2 and 3/2. Continuing a function on the interval as an odd periodic one doubles both its squared norm and its squared coefficients, so the same bounds hold with walls.

In d dimensions, W_j is spanned by products of 1D wavelets and coarse hats with at least one wavelet factor. Different types are orthogonal, and the extreme bounds come from a single wavelet factor. With w_j the level-j part of u and y_j its scaled coefficients,

A|y_j|² ≤ 4^j‖w_j‖² ≤ B|y_j|²,
A = (16/27)(1/2)^(d−1), B = (4/3)(3/2)^(d−1).

**Where regularity enters: coupling decays with the distance between levels**

Take 1D functions f in V_j and g in V_k with k ≥ j. Since f′ is piecewise constant, integration by parts leaves its jumps at the coarse nodes x_i:

∫f′g′ = Σ_i 2^j (2f_i − f_(i−1) − f_(i+1)) g(x_i).

The second difference has norm at most 4. The mass matrix has eigenvalues between h/3 and h, so Σf_i² ≤ 3·2^j‖f‖². The coarse nodes are also fine nodes, so Σg(x_i)² ≤ 3·2^k‖g‖². By Cauchy–Schwarz,

|∫f′g′| ≤ 12·2^(3j/2+k/2)‖f‖‖g‖ = 12·2^(−(k−j)/2) · 2^j‖f‖ · 2^k‖g‖.

In d dimensions this holds along each axis with the other coordinates fixed. Integrating over those and adding the d axes gives

|a(v_j,v_k)| ≤ 12d · 2^(−|j−k|/2) · 2^j‖v_j‖ · 2^k‖v_k‖.

The exponent 1/2 is a regularity reserve: hats have Sobolev regularity up to 3/2, and the energy uses 1. The largest coupling in 1D, computed by singular values with the coarse level at 3, falls from 10.7 at gap 0 to 2.1 at gap 4, with a last ratio of 0.707 = 2^(−1/2).

A nonnegative matrix whose row and column sums are at most S has norm at most S (Schur's test). Here 1 + 2Σ_(m≥1) 2^(−m/2) = 3 + 2√2, so for any splitting u = Σv_j with v_j in V_j

a(u,u) ≤ M Σ_j 4^j‖v_j‖², M = 12d(3 + 2√2).

This serves both bases. Neither has a problem with its largest eigenvalue.

**Why wavelet coefficients stay small**

The smallest eigenvalue asks whether low energy forces small coefficients. Let Q_j be the L2 projector onto V_j, so that w_j = (Q_j − Q_(j−1))u = Q_j(1 − Q_(j−1))u. Split u into sine modes, u = Σ_l u_l, where u_l contains the mode vectors n with 2^l ≤ |n| < 2^(l+1).

In 1D, the interpolation error e vanishes at the nodes and e′ has zero mean on each cell. Hence ‖e‖ ≤ (h/π)‖e′‖ ≤ (h/π)²‖v″‖, and the L2 projection is at least as good. In several dimensions the error splits into orthogonal pieces,

1 − P_1P_2P_3 = (1−P_1) + P_1(1−P_2) + P_1P_2(1−P_3),

where P_i projects along axis i, so the same bound holds with ‖Δv‖. With mesh 2^(1−j) and ‖Δu_l‖ ≤ π²4^(l+1)‖u_l‖, and because projectors do not increase norms,

‖(Q_j − Q_(j−1))u_l‖ ≤ min(1, 4^(l+2−j)) ‖u_l‖.

Also ‖∇u_l‖ ≥ π2^l‖u_l‖. Therefore, with m = j − l,

2^j‖w_j‖ ≤ (1/π) Σ_l 2^m min(1, 4^(2−m)) ‖∇u_l‖.

The factors sum to at most 8 for m ≤ 2 and to 4 for m ≥ 3. The shells are orthogonal in energy, so Schur's test gives

Σ_j 4^j‖w_j‖² ≤ (12/π)² a(u,u).

Combining the three estimates,

κ ≤ M (12/π)² B/A for every J.

The bound is about 2300, 14 000 and 62 000 for d = 1, 2, 3. It is crude, but it does not contain J. The wavelet matrix for J is a principal block of the one for J+1, so κ cannot decrease with J and must converge.

For another wavelet family the argument uses L2 stability within levels, level projectors uniformly bounded in L2, approximation order q > 1, and inverse estimates in Sobolev norms above order 1. The last makes the coupling decay; q > 1 makes the sum of 2^m·2^(−qm) converge. These conditions are sufficient, and not all are necessary: for the 1D hierarchical hats the L2 norm of the interpolation from V_J onto a fixed coarse level grows by √2 per refinement, yet κ = 1. Regularity alone is not enough, as the hats in two and three dimensions show next.

**Why the hats fail**

A hierarchical coefficient is a surplus: the value at a new node minus the interpolation from level j−1. Let c_j be the vector of surpluses on level j. A wavelet part w_k with k < j is reproduced by the interpolation and contributes nothing. For k ≥ j, interpolation of nodal values has norm at most 2^(d/2), and the mass-matrix bound gives

2^(j(2−d)/2)‖c_j‖ ≤ C Σ_(k≥j) 2^((k−j)(d−2)/2) · 2^k‖w_k‖, C = (1 + 2^(d/2))3^(d/2).

The left side is the scaled coefficient norm up to a constant, since a hat has squared norm (2h/3)^d:

|y_j|² = (2/3)^d 2^(j(2−d))‖c_j‖².

The kernel 2^((k−j)(d−2)/2) tells how fine detail leaks into coarse coefficients. It decays in 1D, stays constant in 2D and grows in 3D. The largest change of the central value by a level-k wavelet part, per unit 2^k‖w_k‖, was computed for k = 3 and 4. From one level to the next it is multiplied by 0.704, 0.997 and 1.411 for d = 1, 2, 3, against 0.707, 1 and 1.414 from the kernel.

The squared kernel norm is bounded for d = 1. The sum of squared entries bounds it by J(J+1)/2 for d = 2 and by 2^(J+1) for d = 3. As the largest eigenvalue is bounded, κ grows at most like J² and 2^J.

These rates are attained. The energy of a hat divided by 4^j times its squared norm is 3d, so every diagonal entry of the scaled matrix is 3d and the largest eigenvalue is at least that. Any trial function u then gives κ ≥ 3d|y|²/a(u,u), which for d = 2 and 3 reads

κ ≥ (8/3) Σ_j 2^(j(2−d))‖c_j‖² / a(u,u).

*Two dimensions.* Add the hats φ_k of all levels k = 1…J centred in the square. For k ≤ l and r = 2^(k−l), the 1D integrals are ∫φ_k′φ_l′ = 2·2^k and ∫φ_kφ_l = 2^(−l)(1 − r/3), so a(φ_k,φ_l) = 4r(1 − r/3). Summing,

a(u,u) ≤ J[8/3 + 8Σ_(m≥1)(2^(−m) − 4^(−m)/3)] = 88J/9.

On level j ≥ 2, each of the J−j+1 hats with k ≥ j looks like a single 1 at the centre. Interpolation spreads it to 1/2 at four neighbours and 1/4 at four diagonal ones, where the true value is 0. The squared surpluses are (4/4 + 4/16)(J−j+1)²; level 1 gives J². In total

S = J² + (5/24)(J−1)J(2J−1), κ ≥ (3/11) S/J,

which grows as J². For J = 7, S = 162.75 and the energy is 53.75, so κ ≥ (8/3)(162.75/53.75) = 8.1. The computed κ is 32.

*Three dimensions.* One finest hat at the centre has energy (8/3)2^(−J). Its surplus is 1 on level 1, and the squares sum to 6/4 + 12/16 + 8/64 = 19/8 on each later level. Hence

κ ≥ 2^J[1/2 + (19/8)(1/2 − 2^(−J))] = (27/16)2^J − 19/8,

or 51.6 for J = 5. A narrow spike costs almost no energy, yet the coarsest hat must reproduce its full height.

*One dimension.* A finer hat lies inside a linear piece of every coarser one, and hats of one level do not overlap. The basis is energy-orthogonal and κ = 1.

**How large the effect is**

For the two multilevel bases the eigenvalues were found by full diagonalization up to 1000 unknowns and by 160 Lanczos steps beyond. The nodal column is the ordinary hat basis on the finest mesh; its eigenvalues are built from those of the 1D matrices, which share their sine modes.

d, J: nodal / hierarchical / wavelet
2, 4: 52 / 11 / 26
2, 6: 830 / 24 / 30
2, 7: 3320 / 32 / 30
3, 3: 8.7 / 23 / 42
3, 4: 35 / 63 / 60
3, 5: 138 / 154 / 70

Bounded does not mean small. The wavelet column also depends on the weights: 4^(−j) makes the diagonal constant for hats but not for wavelets, and scaling the wavelets by their own diagonal lowers 26 to 18 (2D, J = 4) and 60 to 41 (3D, J = 4). The comparisons that follow are for the weights 4^(−j). In 2D the hierarchical basis has the lower κ up to J = 6, and the wavelets overtake it only at J = 7. In 3D they overtake at J = 4, while the hierarchical basis is still worse than no preconditioning at J = 5 (at J = 6 it is ahead, 354 against 553). The last refinement multiplies κ by 2.44 for hats in 3D; the bounds fix a long-run rate of 2 per level, not each ratio. The 3D wavelet value still rises by 18% in that step, so its boundedness rests on the proof, not on these few levels.

**What to do**

These rules are for the Laplacian alone. In 1D, use hierarchical hats for it. A shift −Δ + μ destroys their energy orthogonality: at J = 8, with each basis scaled by its own diagonal, κ for hats is 28 at μ = 10³ and 118 at μ = 10⁴, against 12 and 9 for the prewavelets. In 2D the hats compete with the prewavelets on moderate meshes, but not with the method described next. In 3D, avoid them as a preconditioner by diagonal scaling.

Explicit wavelets are not the only cure. Keep all hats of all levels, L2-normalised and scaled by 2^(−j), as columns of a redundant matrix T, and precondition with TTᵀ. This is the BPX preconditioner. The quadratic form of (TTᵀ)^(−1) at u is the minimum of |y|² over all representations u = Ty. The choice v_j = w_j shows that this minimum is at most 2^d(12/π)²a(u,u). Conversely, every representation obeys a(u,u) ≤ M(3/2)^d|y|². The preconditioned condition number is therefore at most 3^d M(12/π)², again independent of J. The actual values are far smaller: 3.6 and 4.5 in 2D at J = 4 and 6, and 5.3 in 3D at J = 4. The wavelets appear only in the proof; the computation needs just the short hat masks.
